# Stability limit of the Kümmel-Perdew exchange-potential iteration in a finite basis: verification in Python

```python
"""
Result under test: the exchange-potential iteration  b <- b + c s  for the
finite-basis optimized effective potential (OEP), s_t = <g_t|S>, is stable for
frozen orbitals exactly when 0 < c < 2/lambda_max(X).

Symbols (Hartree atomic units, one dimension, closed shell, real orbitals):
  g_t    orthonormal cosine functions, v_x(x) = sum_t b_t g_t(x)
  S(x)   4 sum_i phi_i psi_i, summed over both spins; psi_i = orbital shifts
  X      minus the static Kohn-Sham density response, projected on the g_t
  J      minus the derivative of s with respect to b when orbitals and the
         Hartree potential relax; it governs the self-consistent iteration
Model: four electrons in a box with a linear external potential and the
repulsion 1/sqrt(1+(x-x')^2). Correlation is left out.
"""
import numpy as np
from scipy.optimize import minimize
from scipy.constants import physical_constants

BOX = 5.0
SLOPE = 0.2
N_ORBITAL_BASIS = 24
N_POTENTIAL_BASIS = 6
N_GRID = 90
N_OCC = 2

nodes, weights = np.polynomial.legendre.leggauss(N_GRID)
x = 0.5 * BOX * (nodes + 1.0)
wt = 0.5 * BOX * weights
wave = np.arange(1, N_ORBITAL_BASIS + 1) * np.pi / BOX
basis = np.sqrt(2.0 / BOX) * np.sin(np.outer(x, wave))
kinetic = 0.5 * wave**2
repulsion = 1.0 / np.sqrt(1.0 + (x[:, None] - x[None, :])**2)
v_ext = SLOPE * x


def cosines(points, count):
    k = np.arange(1, count + 1) * np.pi / BOX
    return np.sqrt(2.0 / BOX) * np.cos(np.outer(points, k))


g = cosines(x, N_POTENTIAL_BASIS)


def potential_matrix(v):
    return basis.T @ ((wt * v)[:, None] * basis)


def diagonalize(v_s):
    """Return Hamiltonian matrix, levels, coefficients, orbitals on the grid."""
    h = np.diag(kinetic) + potential_matrix(v_s)
    eps, coef = np.linalg.eigh(h)
    return h, eps, coef, basis @ coef


def density(state):
    return 2.0 * np.sum(state[3][:, :N_OCC]**2, axis=1)


def hartree(n):
    return repulsion @ (wt * n)


def exchange_on_occupied(state):
    """Nonlocal exchange operator applied to every occupied orbital."""
    occ = state[3][:, :N_OCC]
    out = np.zeros_like(occ)
    for i in range(N_OCC):
        for j in range(N_OCC):
            pair = occ[:, i] * occ[:, j]
            out[:, i] -= occ[:, j] * (repulsion @ (wt * pair))
    return out


def total_energy(state):
    occ = state[3][:, :N_OCC]
    n = density(state)
    e_kin = 2.0 * np.sum(kinetic[:, None] * state[2][:, :N_OCC]**2)
    e_exchange = np.sum(wt[:, None] * occ * exchange_on_occupied(state))
    return e_kin + wt @ (n * (v_ext + 0.5 * hartree(n))) + e_exchange


def shift_density(state, sources, project_all=False):
    """S(x) from the shift equations, using occupied orbitals only."""
    h, eps, coef, orb = state
    occ_coef = coef[:, :N_OCC]
    total = np.zeros(N_GRID)
    for i in range(N_OCC):
        rhs = -basis.T @ (wt * sources[:, i])
        removed = occ_coef if project_all else occ_coef[:, i:i + 1]
        rhs = rhs - removed @ (removed.T @ rhs)
        lift = 1.0 + eps[N_OCC - 1] - eps[0]
        matrix = h - eps[i] * np.eye(len(h)) + lift * removed @ removed.T
        if project_all:
            assert np.linalg.eigvalsh(matrix)[0] > 0.0
        total += 4.0 * orb[:, i] * (basis @ np.linalg.solve(matrix, rhs))
    return total


def residual_density(state, b, project_all=False):
    occ = state[3][:, :N_OCC]
    sources = (g @ b)[:, None] * occ - exchange_on_occupied(state)
    return shift_density(state, sources, project_all)


def residual(state, b):
    return g.T @ (wt * residual_density(state, b))


def sum_over_states(state, functions):
    """X and the exchange source from explicit unoccupied orbitals."""
    eps, orb = state[1], state[3]
    exchange = exchange_on_occupied(state)
    count = functions.shape[1]
    response, source = np.zeros((count, count)), np.zeros(count)
    for i in range(N_OCC):
        for a in range(N_OCC, N_ORBITAL_BASIS):
            coupling = functions.T @ (wt * orb[:, i] * orb[:, a])
            gap_ai = eps[a] - eps[i]
            response += 4.0 * np.outer(coupling, coupling) / gap_ai
            element = wt @ (orb[:, a] * exchange[:, i])
            source += 4.0 * coupling * element / gap_ai
    return response, source


def relax(b, v_h=None):
    """Make the Hartree potential self-consistent at fixed v_x."""
    v_h = np.zeros(N_GRID) if v_h is None else v_h.copy()
    for _ in range(400):
        state = diagonalize(v_ext + v_h + g @ b)
        change = hartree(density(state)) - v_h
        if np.max(np.abs(change)) < 1e-11:
            return state, v_h
        v_h += 0.5 * change
    raise AssertionError("Hartree loop did not converge")


def largest_response(state):
    """Power iteration for lambda_max with occupied orbitals only."""
    u = np.ones(N_POTENTIAL_BASIS) / np.sqrt(N_POTENTIAL_BASIS)
    u[0] += 0.3
    u /= np.linalg.norm(u)
    value = 0.0
    for _ in range(400):
        sources = (g @ u)[:, None] * state[3][:, :N_OCC]
        image = -g.T @ (wt * shift_density(state, sources))
        value = u @ image
        u = image / np.linalg.norm(image)
    return value


# Quadrature must reproduce orthonormality of both function sets.
assert np.allclose(basis.T @ (wt[:, None] * basis),
                   np.eye(N_ORBITAL_BASIS), atol=1e-10)
assert np.allclose(g.T @ (wt[:, None] * g),
                   np.eye(N_POTENTIAL_BASIS), atol=1e-10)

# Check residual and response at a potential that is not the solution.
b_trial = np.array([0.3, -0.2, 0.15, 0.1, -0.1, 0.05])
trial, v_h_trial = relax(b_trial)
s_trial = residual(trial, b_trial)
x_trial, source_trial = sum_over_states(trial, g)
assert np.linalg.norm(s_trial) > 1e-3
assert np.allclose(s_trial, source_trial - x_trial @ b_trial, atol=1e-9)
S_trial = residual_density(trial, b_trial)
assert np.allclose(S_trial, residual_density(trial, b_trial, True), atol=1e-9)
assert abs(wt @ S_trial) < 1e-9
v_s_trial = v_ext + v_h_trial + g @ b_trial
step = 1e-4
for t in range(N_POTENTIAL_BASIS):
    plus = diagonalize(v_s_trial + step * g[:, t])
    minus = diagonalize(v_s_trial - step * g[:, t])
    slope = (total_energy(plus) - total_energy(minus)) / (2 * step)
    assert abs(slope + s_trial[t]) < 1e-6
    dn = (density(plus) - density(minus)) / (2 * step)
    assert np.allclose(-g.T @ (wt * dn), x_trial[:, t], atol=1e-6)

# Frozen-orbital stability, measured with the occupied-only iteration.
b = np.zeros(N_POTENTIAL_BASIS)
start, v_h = relax(b)
x_start, source_start = sum_over_states(start, g)
lam, modes = np.linalg.eigh(x_start)
assert lam[0] > 0.0
lam_power = largest_response(start)
# Nearly equal leading eigenvalues can delay power iteration by below 1e-3.
assert abs(lam_power / lam[-1] - 1.0) < 1e-3
limit_start = 2.0 / lam[-1]
gap_start = start[1][N_OCC] - start[1][N_OCC - 1]
n_max = np.max(density(start))
c_safe = gap_start / n_max
assert 0.0 < c_safe <= limit_start
b_frozen = np.linalg.solve(x_start, source_start)
c_best = 2.0 / (lam[0] + lam[-1])

print("MODEL")
print(f"box length = {BOX:.1f} bohr")
print(f"external slope = {SLOPE:.1f} hartree/bohr")
print(f"electrons = {2 * N_OCC}, orbital functions = {N_ORBITAL_BASIS}")
print(f"potential functions = {N_POTENTIAL_BASIS}")
print("FROZEN ORBITALS AT v_x = 0")
print(f"gap = {gap_start:.5f} hartree")
print(f"largest density = {n_max:.5f} 1/bohr")
print(f"lambda_max = {lam[-1]:.5f} 1/(hartree bohr)")
print(f"lambda_max by power iteration = {lam_power:.5f} 1/(hartree bohr)")
print(f"lambda_min = {lam[0]:.5f} 1/(hartree bohr)")
print(f"condition number = {lam[-1] / lam[0]:.3f}")
print(f"stability limit on c = {limit_start:.5f} hartree bohr")
print(f"safe constant gap/n_max = {c_safe:.5f} hartree bohr")
print(f"best constant = {c_best:.5f} hartree bohr")

for label, c_test in (("0.98 limit", 0.98 * limit_start),
                      ("1.02 limit", 1.02 * limit_start),
                      ("best c", c_best)):
    b_run = b_frozen + 0.1 * np.sum(modes, axis=1)
    error_old = error_new = np.linalg.norm(b_run - b_frozen)
    for _ in range(80):
        error_old = error_new
        b_run = b_run + c_test * residual(start, b_run)
        error_new = np.linalg.norm(b_run - b_frozen)
    measured = error_new / error_old
    predicted = np.max(np.abs(1.0 - c_test * lam))
    # The last ratio still contains a small remainder of faster modes.
    assert abs(measured - predicted) < 5e-3
    print(f"{label}: error factor {measured:.5f}, predicted {predicted:.5f}")

# Self-consistent iteration with one constant fixed at the start.
c_run = 1.0 / lam_power
state = start
history = []
for iteration in range(4000):
    s = residual(state, b)
    history.append((np.linalg.norm(s), total_energy(state)))
    if history[-1][0] < 1e-9:
        break
    b = b + c_run * s
    state, v_h = relax(b, v_h)
assert history[-1][0] < 1e-9
b_oep, v_h_oep, oep = b.copy(), v_h.copy(), state
e_oep = total_energy(oep)
x_oep, source_oep = sum_over_states(oep, g)
assert np.linalg.norm(source_oep - x_oep @ b_oep) < 1e-8

# Direct minimization uses energies alone, with the final Hartree potential
# as a fixed reference and the same cosine functions.
direct = minimize(
    lambda p: total_energy(diagonalize(v_ext + v_h_oep + g @ p)),
    np.zeros(N_POTENTIAL_BASIS), method="BFGS", jac="3-point",
    options={"gtol": 1e-7})
# Flat directions amplify the finite-difference error of the gradient.
assert np.max(np.abs(direct.x - b_oep)) < 5e-4
assert abs(direct.fun - e_oep) < 1e-8

print("SELF-CONSISTENT ITERATION")
print(f"constant used = {c_run:.5f} hartree bohr")
print(f"updates to residual norm below 1e-9 = {len(history) - 1}")
for k in (0, 1, 5, 20, 100):
    if k < len(history):
        print(f"update {k}: |s| = {history[k][0]:.3e} bohr^-1/2, "
              f"E-E_final = {history[k][1] - e_oep:.3e} hartree")

# Hartree-Fock in the same orbital basis is the variational lower reference.
hf = oep
fock_mixed = None
e_old = total_energy(hf)
for _ in range(500):
    fock = np.diag(kinetic) + potential_matrix(v_ext + hartree(density(hf)))
    for j in range(N_OCC):
        weighted = (wt * hf[3][:, j])[:, None] * basis
        fock -= weighted.T @ repulsion @ weighted
    fock_mixed = fock if fock_mixed is None else 0.5 * (fock + fock_mixed)
    levels, coefficients = np.linalg.eigh(fock_mixed)
    hf = (fock_mixed, levels, coefficients, basis @ coefficients)
    e_hf = total_energy(hf)
    fock_error = np.max(np.abs(fock - fock_mixed))
    if abs(e_hf - e_old) < 1e-12 and fock_error < 1e-8:
        break
    e_old = e_hf
assert fock_error < 1e-8
assert e_oep > e_hf

print(f"OEP energy = {e_oep:.8f} hartree")
print(f"Hartree-Fock energy = {e_hf:.8f} hartree")
print(f"OEP minus Hartree-Fock = {1000 * (e_oep - e_hf):.5f} millihartree")
gap_oep = oep[1][N_OCC] - oep[1][N_OCC - 1]
print(f"final Kohn-Sham gap = {gap_oep:.5f} hartree")
for t in range(N_POTENTIAL_BASIS):
    print(f"b_{t + 1} = {b_oep[t]:.6f} hartree bohr^1/2")
points = np.linspace(0.0, BOX, 6)
for point, value in zip(points, cosines(points, N_POTENTIAL_BASIS) @ b_oep):
    print(f"v_x({point:.1f} bohr) = {value:.5f} hartree (zero mean)")

# Local stability when orbitals and Hartree potential respond.
jacobian = np.zeros((N_POTENTIAL_BASIS, N_POTENTIAL_BASIS))
for t in range(N_POTENTIAL_BASIS):
    db = np.zeros(N_POTENTIAL_BASIS)
    db[t] = 1e-4
    up, _ = relax(b_oep + db, v_h_oep)
    down, _ = relax(b_oep - db, v_h_oep)
    jacobian[:, t] = -(residual(up, b_oep + db)
                       - residual(down, b_oep - db)) / 2e-4
mu, vectors = np.linalg.eig(jacobian)
assert np.min(mu.real) > 0.0
limits = 2.0 * mu.real / np.abs(mu)**2
critical = int(np.argmin(limits))
limit_relaxed = limits[critical]
limit_frozen = 2.0 / np.linalg.eigvalsh(x_oep)[-1]
mode = np.real(vectors[:, critical])
mode /= np.linalg.norm(mode)

print("LIMITS AT THE SOLUTION")
print(f"frozen orbitals: c < {limit_frozen:.5f} hartree bohr")
print(f"relaxed orbitals: c < {limit_relaxed:.5f} hartree bohr")
to_ev = physical_constants["Hartree energy in eV"][0]
to_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"relaxed limit = {limit_relaxed * to_ev * to_angstrom:.4f} eV angstrom")
print(f"relaxed/frozen limit = {limit_relaxed / limit_frozen:.5f}")
print(f"largest imaginary part of J = {np.max(np.abs(mu.imag)):.1e} "
      "1/(hartree bohr)")

for fraction in (0.95, 1.05):
    c_test = fraction * limit_relaxed
    b_run = b_oep + 1e-4 * mode
    v_h_run = v_h_oep
    for _ in range(40):
        run, v_h_run = relax(b_run, v_h_run)
        b_run = b_run + c_test * residual(run, b_run)
    factor = (np.linalg.norm(b_run - b_oep) / 1e-4)**(1.0 / 40)
    expected = abs(1.0 - c_test * mu[critical])
    # A finite displacement also excites slower modes at second order.
    assert abs(factor - expected) < 0.02
    assert (factor < 1.0) == (fraction < 1.0)
    print(f"{fraction:.2f} relaxed limit: error factor {factor:.5f}")

print("POTENTIAL BASIS SIZE, FINAL ORBITALS FROZEN")
previous = None
for count in (4, 6, 8, 12):
    values = np.linalg.eigvalsh(sum_over_states(oep, cosines(x, count))[0])
    if previous is not None:
        assert values[-1] >= previous[-1] - 1e-10
        assert values[0] <= previous[0] + 1e-10
    assert values[-1] <= 2.0 * np.max(density(oep)) / gap_oep
    print(f"{count} functions: limit {2 / values[-1]:.5f} hartree bohr, "
          f"condition {values[-1] / values[0]:.2f}")
    previous = values

print("finished without a failed check")
```

Running it gives:

```
MODEL
box length = 5.0 bohr
external slope = 0.2 hartree/bohr
electrons = 4, orbital functions = 24
potential functions = 6
FROZEN ORBITALS AT v_x = 0
gap = 0.94023 hartree
largest density = 1.36080 1/bohr
lambda_max = 1.00586 1/(hartree bohr)
lambda_max by power iteration = 1.00586 1/(hartree bohr)
lambda_min = 0.05242 1/(hartree bohr)
condition number = 19.187
stability limit on c = 1.98835 hartree bohr
safe constant gap/n_max = 0.69094 hartree bohr
best constant = 1.88985 hartree bohr
0.98 limit: error factor 0.96000, predicted 0.96000
1.02 limit: error factor 1.04000, predicted 1.04000
best c: error factor 0.90092, predicted 0.90093
SELF-CONSISTENT ITERATION
constant used = 0.99417 hartree bohr
updates to residual norm below 1e-9 = 298
update 0: |s| = 6.560e-02 bohr^-1/2, E-E_final = 4.660e-03 hartree
update 1: |s| = 3.517e-02 bohr^-1/2, E-E_final = 1.580e-03 hartree
update 5: |s| = 5.780e-03 bohr^-1/2, E-E_final = 1.419e-04 hartree
update 20: |s| = 1.501e-03 bohr^-1/2, E-E_final = 2.085e-05 hartree
update 100: |s| = 2.331e-05 bohr^-1/2, E-E_final = 6.312e-09 hartree
OEP energy = 7.48440121 hartree
Hartree-Fock energy = 7.48334226 hartree
OEP minus Hartree-Fock = 1.05895 millihartree
final Kohn-Sham gap = 1.00342 hartree
b_1 = -0.007699 hartree bohr^1/2
b_2 = 0.041283 hartree bohr^1/2
b_3 = -0.030116 hartree bohr^1/2
b_4 = 0.151095 hartree bohr^1/2
b_5 = 0.053509 hartree bohr^1/2
b_6 = -0.030305 hartree bohr^1/2
v_x(0.0 bohr) = 0.11243 hartree (zero mean)
v_x(1.0 bohr) = -0.08563 hartree (zero mean)
v_x(2.0 bohr) = 0.05023 hartree (zero mean)
v_x(3.0 bohr) = -0.04526 hartree (zero mean)
v_x(4.0 bohr) = -0.02184 hartree (zero mean)
v_x(5.0 bohr) = 0.09258 hartree (zero mean)
LIMITS AT THE SOLUTION
frozen orbitals: c < 2.11724 hartree bohr
relaxed orbitals: c < 2.50247 hartree bohr
relaxed limit = 36.0347 eV angstrom
relaxed/frozen limit = 1.18195
largest imaginary part of J = 0.0e+00 1/(hartree bohr)
0.95 relaxed limit: error factor 0.90000
1.05 relaxed limit: error factor 1.09999
POTENTIAL BASIS SIZE, FINAL ORBITALS FROZEN
4 functions: limit 2.68494 hartree bohr, condition 4.44
6 functions: limit 2.11724 hartree bohr, condition 18.99
8 functions: limit 2.10192 hartree bohr, condition 47.66
12 functions: limit 2.10054 hartree bohr, condition 188.42
finished without a failed check
```
